# When two wafers spontaneously close a long-wavelength flatness gap: verification in Python

```python
"""
Spontaneous closing of a long-wavelength gap between two identical wafers.

Gap: g(x) = (h/2)(1 - cos(k x)), touching along crest lines.
D = E t^3 / (12 (1-nu^2)) is the stiffness of one wafer, Dstar = D/2.
W is the work of adhesion per interface area; a is the bonded half-width.
Results under test:
  closed state favoured:   h < h_E = 4 sqrt(W/Dstar) / k^2
  closure without barrier: h < h_S = 2 sqrt(2W/Dstar) / (F_max k^2)
with F(theta) = sin(theta)/theta - cos(theta), theta = pi - k a.
The independent side minimises the discretised bending energy of both
plates subject only to contact constraints. A collocation solution of
plane-strain elasticity tests the finite-thickness correction.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

# ---------- model parameters (SI units) ----------
young = 150e9
poisson = 0.25
thickness = 0.7e-3
wavelength = 40e-3
adhesion = 0.05
heights = [12e-6, 20e-6, 30e-6]

k = 2 * np.pi / wavelength
plate_modulus = young / (1 - poisson**2)


def stiffness(t):
    return plate_modulus * t**3 / 12


D = stiffness(thickness)
Dstar = D / 2


# ---------- derived formulas ----------
def F(theta):
    return np.sin(theta) / theta - np.cos(theta)


best = minimize_scalar(lambda q: -F(q), bounds=(1.0, np.pi),
                       method="bounded", options={"xatol": 1e-11})
theta_max, F_max = best.x, F(best.x)


def h_spontaneous(t):
    return 2 * np.sqrt(2 * adhesion / (stiffness(t) / 2)) / (F_max * k**2)


h_S = h_spontaneous(thickness)
h_0 = F_max * h_S
h_E = 4 * np.sqrt(adhesion / Dstar) / k**2


def shape_energy(s):
    """Bending energy divided by Dstar h^2 k^3 / 4, with s = k a < pi."""
    return s / 2 + np.sin(2 * s) / 4 + np.sin(s)**2 / (np.pi - s)


# ---------- direct minimisation for two discretised plates ----------
N = 160
half = N // 2
dx = 2 * np.pi / N
grid = dx * np.arange(N)
gap = (1 - np.cos(grid)) / 2            # unit height, unit wavenumber
identity = np.eye(N)
second = (np.roll(identity, 1, axis=1) - 2 * identity
          + np.roll(identity, -1, axis=1)) / dx**2
bend = dx * second.T @ second


def minimise_plates(m, D1=1.0, D2=1.0):
    """Bond all nodes from -m to m; return energy and both deflections."""
    nodes = np.unique(np.arange(-m, m + 1) % N)
    nc = len(nodes) + 1
    constraint = np.zeros((nc, 2 * N))
    rows = np.arange(len(nodes))
    constraint[rows, nodes] = 1
    constraint[rows, N + nodes] = 1
    constraint[-1, 0] = 1               # removes common rigid translation
    target = np.append(gap[nodes], 0.0)
    hessian = np.zeros((2 * N, 2 * N))
    hessian[:N, :N] = D1 * bend
    hessian[N:, N:] = D2 * bend
    system = np.block([[hessian, constraint.T],
                       [constraint, np.zeros((nc, nc))]])
    solution = np.linalg.solve(system, np.append(np.zeros(2 * N), target))
    w1, w2 = solution[:N], solution[N:2 * N]
    energy = 0.5 * dx * (D1 * np.sum((second @ w1)**2)
                         + D2 * np.sum((second @ w2)**2))
    return energy, w1, w2


# Slopes are fixed up to half a cell inside the last bonded node.
front = np.array([0.0] + [(m - 0.5) * dx for m in range(1, half)] + [np.pi])
energies = np.zeros(half + 1)
for m in range(half + 1):
    energies[m], w1, w2 = minimise_plates(m)
    assert np.all(w1 + w2 <= gap + 1e-7), "plates penetrate"
    assert np.max(np.abs(second @ (w1 - w2))) < 1e-6, "unequal sharing"
closed_curvature = np.max(np.abs(second @ w1))

predicted = np.array([shape_energy(s) / 8 for s in front[:-1]])
assert np.max(np.abs(energies[:-1] - predicted)) < 5e-4

# Unequal plates: energy and curvature sharing, for free tangential slip.
m_test = 30
e_unequal, v1, v2 = minimise_plates(m_test, 1.0, 3.0)
assert abs(e_unequal / energies[m_test] - 0.75 / 0.5) < 1e-6
assert np.max(np.abs(second @ (v1 - 3 * v2))) < 1e-6

# Thresholds from numerical energies alone.
slopes = np.diff(energies) / np.diff(front)
h_S_num = np.sqrt(2 * adhesion / (D * k**4 * np.max(slopes)))
h_E_num = np.sqrt(2 * np.pi * adhesion / (D * k**4 * energies[-1]))
assert abs(h_S_num / h_S - 1) < 2e-3
assert abs(h_E_num / h_E - 1) < 1e-3


def total_energy(h, t=thickness):
    return (stiffness(t) * h**2 * k**3 * energies
            - 2 * adhesion * front / k)


def march(h, t=thickness):
    """Advance the front only while the numerical total energy falls."""
    total = total_energy(h, t)
    m = 0
    while m < half and total[m + 1] < total[m]:
        m += 1
    return front[m]


assert march(0.98 * h_S) == np.pi
arrest_ratio = 1.03
theta_arrest = brentq(lambda q: F(q) - F_max / arrest_ratio,
                      theta_max, np.pi)
arrest_pred = np.pi - theta_arrest
arrest_num = march(arrest_ratio * h_S)
assert 0 < arrest_num < np.pi
assert abs(arrest_num - arrest_pred) < 1.5 * dx
assert march(1.08 * h_S) == 0.0

# Barrier for the middle ripple.
h_mid = heights[1]
assert h_0 < h_mid < h_E
theta_barrier = brentq(lambda q: F(q) - h_0 / h_mid, 1e-3, theta_max)
s_barrier = np.pi - theta_barrier
barrier = (Dstar * h_mid**2 * k**3 / 4 * shape_energy(s_barrier)
           - 2 * adhesion * s_barrier / k)
barrier_num = np.max(total_energy(h_mid))
assert barrier > 0 and abs(barrier_num / barrier - 1) < 0.02

# Greatest thickness that closes the middle ripple spontaneously.
t_limit = thickness * (h_S / h_mid)**(2 / 3)
assert march(h_mid, 0.98 * t_limit) == np.pi
assert march(h_mid, 1.02 * t_limit) < np.pi

# Peak bending stress after closing the smallest ripple.
stress = plate_modulus * thickness * heights[0] * k**2 / 8
stress_num = (plate_modulus * thickness / 2
              * heights[0] * k**2 * closed_curvature)
assert abs(stress_num / stress - 1) < 1e-3


# ---------- finite thickness: strip elasticity ----------
def strip_ratio(q):
    """Strip surface stiffness divided by D k^4, q = k t."""
    return (6 / q**3 * (np.sinh(q)**2 - q**2)
            / (np.sinh(q) * np.cosh(q) + q))


def strip_ratio_numeric(q, n=14):
    """Displacement equations by Chebyshev collocation, E = k = 1."""
    j = np.arange(n + 1)
    x = np.cos(np.pi * j / n)
    c = np.where((j == 0) | (j == n), 2.0, 1.0) * (-1.0)**j
    diff = x[:, None] - x[None, :]
    d = np.outer(c, 1 / c) / (diff + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    d *= 2 / q
    d2, one = d @ d, np.eye(n + 1)
    mu = 1 / (2 * (1 + poisson))
    lam = poisson / ((1 + poisson) * (1 - 2 * poisson))
    p = lam + 2 * mu
    eq_x = np.hstack([mu * d2 - p * one, -(lam + mu) * d])
    eq_z = np.hstack([(lam + mu) * d, p * d2 - mu * one])
    shear = np.hstack([mu * d, -mu * one])
    normal = np.hstack([lam * one, p * d])
    for edge in (0, n):
        eq_x[edge] = shear[edge]
        eq_z[edge] = normal[edge]
    load = np.zeros(2 * (n + 1))
    load[n + 1] = 1.0                  # unit normal traction on the face
    displacement = np.linalg.solve(np.vstack([eq_x, eq_z]), load)
    bending_stiffness = q**3 / (12 * (1 - poisson**2))
    return 1 / displacement[n + 1] / bending_stiffness


kt = k * thickness
for q in (kt, 1.0, 3.0):
    assert abs(strip_ratio_numeric(q) / strip_ratio(q) - 1) < 1e-5
assert abs(strip_ratio(kt) - (1 - kt**2 / 5)) < kt**4
h_E_strip = h_E / np.sqrt(strip_ratio(kt))

# ---------- report ----------
print(f"Young modulus E: {young/1e9:.0f} GPa")
print(f"Poisson ratio nu: {poisson:.2f}")
print(f"thickness of each wafer t: {thickness*1e3:.2f} mm")
print(f"ripple wavelength: {wavelength*1e3:.1f} mm")
print(f"work of adhesion W: {adhesion:.3f} J/m^2")
print(f"plate modulus E': {plate_modulus/1e9:.1f} GPa")
print(f"stiffness of one wafer D: {D:.4f} N m")
print(f"pair stiffness Dstar: {Dstar:.4f} N m")
print(f"wavenumber k: {k:.3f} 1/m")
print(f"theta at maximum F: {theta_max:.5f} rad")
print(f"maximum F: {F_max:.5f} (dimensionless)")
print(f"bonded half-width at maximum F: {(np.pi-theta_max)/k*1e3:.3f} mm")
print(f"spontaneous limit h_S: {h_S*1e6:.3f} um")
print(f"h_S from direct minimisation: {h_S_num*1e6:.3f} um")
print(f"bonding-onset limit h_0: {h_0*1e6:.3f} um")
print(f"energetic limit h_E: {h_E*1e6:.3f} um")
print(f"h_E from direct minimisation: {h_E_num*1e6:.3f} um")
print(f"ratio h_S/h_E: {h_S/h_E:.4f} (dimensionless)")
for h in heights:
    bending = Dstar * h**2 * k**4 / 16
    fraction = march(h) / np.pi
    label = f"ripple {h*1e6:.0f} um"
    print(f"{label}, closed bending energy: {bending:.5f} J/m^2")
    print(f"{label}, bending minus adhesion: {bending-adhesion:.5f} J/m^2")
    print(f"{label}, fraction bonded by downhill march: {fraction:.3f}")
print(f"arrest test height / h_S: {arrest_ratio:.2f} (dimensionless)")
print(f"arrest half-width, formula: {arrest_pred/k*1e3:.3f} mm")
print(f"arrest half-width, minimisation: {arrest_num/k*1e3:.3f} mm")
print(f"minimisation grid spacing: {dx/k*1e3:.3f} mm")
print(f"barrier at {h_mid*1e6:.0f} um, formula: {barrier*1e3:.4f} mJ/m")
print(f"barrier, direct minimisation: {barrier_num*1e3:.4f} mJ/m")
print(f"bonded half-width at barrier: {s_barrier/k*1e3:.3f} mm")
print(f"thickness limit for {h_mid*1e6:.0f} um: {t_limit*1e3:.4f} mm")
print(f"peak stress after closing {heights[0]*1e6:.0f} um: "
      f"{stress/1e6:.3f} MPa")
print(f"k t: {kt:.5f} (dimensionless)")
print(f"strip stiffness / plate stiffness: {strip_ratio(kt):.6f}")
print(f"h_E with strip stiffness: {h_E_strip*1e6:.3f} um")
print("every check passed")
```

Output:

```
Young modulus E: 150 GPa
Poisson ratio nu: 0.25
thickness of each wafer t: 0.70 mm
ripple wavelength: 40.0 mm
work of adhesion W: 0.050 J/m^2
plate modulus E': 160.0 GPa
stiffness of one wafer D: 4.5733 N m
pair stiffness Dstar: 2.2867 N m
wavenumber k: 157.080 1/m
theta at maximum F: 2.74371 rad
maximum F: 1.06310 (dimensionless)
bonded half-width at maximum F: 2.533 mm
spontaneous limit h_S: 15.945 um
h_S from direct minimisation: 15.947 um
bonding-onset limit h_0: 16.951 um
energetic limit h_E: 23.972 um
h_E from direct minimisation: 23.975 um
ratio h_S/h_E: 0.6651 (dimensionless)
ripple 12 um, closed bending energy: 0.01253 J/m^2
ripple 12 um, bending minus adhesion: -0.03747 J/m^2
ripple 12 um, fraction bonded by downhill march: 1.000
ripple 20 um, closed bending energy: 0.03480 J/m^2
ripple 20 um, bending minus adhesion: -0.01520 J/m^2
ripple 20 um, fraction bonded by downhill march: 0.000
ripple 30 um, closed bending energy: 0.07831 J/m^2
ripple 30 um, bending minus adhesion: 0.02831 J/m^2
ripple 30 um, fraction bonded by downhill march: 0.000
arrest test height / h_S: 1.03 (dimensionless)
arrest half-width, formula: 0.756 mm
arrest half-width, minimisation: 0.875 mm
minimisation grid spacing: 0.250 mm
barrier at 20 um, formula: 0.3140 mJ/m
barrier, direct minimisation: 0.3138 mJ/m
bonded half-width at barrier: 7.573 mm
thickness limit for 20 um: 0.6018 mm
peak stress after closing 12 um: 4.145 MPa
k t: 0.10996 (dimensionless)
strip stiffness / plate stiffness: 0.997583
h_E with strip stiffness: 24.001 um
every check passed
```
